# The relativistic mass in the p spin-orbit integral of heavy atoms

For a hydrogen-like ion with \(Z=80\) and a point nucleus, the relativistic mass reduces the spin-orbit function at \(r=2.1\times10^{-6}\) bohr to one millionth of its familiar \(r^{-3}\) value. Yet the spin-orbit integral of a fixed nonrelativistic 2p orbital falls by only 19 percent, and when the orbital is also allowed to feel the mass, the integral ends 10 percent above the nonrelativistic value. These three numbers need one explanation.

Hartree atomic units are used (\(\hbar=m=e=1\), \(c=137.036\)), with main results also in eV. The energy \(E\) excludes the rest energy, the nucleus is a point, and \(V=-Z/r\). The radial function \(P(r)\) is \(r\) times the radial wavefunction. The strength parameter is \(a=Z/c\).

## 1. Simple case: 2p without the mass

With the mass set to one, the spin-orbit operator is \(\xi_0\,\mathbf L\cdot\mathbf S\), where
\[
\xi_0=\frac{1}{2c^2r}\frac{dV}{dr}=\frac{Z}{2c^2r^3}.
\]
The normalized nonrelativistic 2p function obeys \(P^2=Z^5r^4e^{-Zr}/24\), so
\[
\langle r^{-3}\rangle=\frac{Z^5}{24}\int_0^\infty re^{-Zr}dr=\frac{Z^3}{24},\qquad
\zeta_0=\frac{Z}{2c^2}\,\frac{Z^3}{24}=\frac{Z^4}{48c^2}.
\]
For \(Z=80\) this is \(80^4/(48\times137.036^2)=45.44\) hartree, or 1237 eV.

## 2. Where the mass enters

Let \(\kappa=1\) for p\(_{1/2}\) and \(\kappa=-2\) for p\(_{3/2}\). With the small component written as \(q/c\), the radial Dirac equations are
\[
P'+\frac{\kappa}{r}P=2Mq,\qquad -q'+\frac{\kappa}{r}q+(V-E)P=0,\qquad M=1+\frac{E-V}{2c^2}.
\]
Multiply the second equation by \(P\), integrate, move the derivative from \(q\) to \(P\), and insert \(q\) from the first:
\[
J=\int\left[\frac{(P'+\kappa P/r)^2}{2M}+(V-E)P^2\right]dr=0.
\]
Making \(J\) stationary against changes of \(P\) at fixed \(E\) returns the second Dirac equation, so \(J\) carries the full radial problem.

Compare its kinetic part with the spin-independent form \([(P'-P/r)^2+2P^2/r^2]/(2M)\), where \(2=l(l+1)\). Expanding both squares and using \(\kappa^2=2-\kappa\), which holds for both values of \(\kappa\), gives the difference
\[
(1+\kappa)\int\frac{1}{2M}\left[\frac{(P^2)'}{r}-\frac{P^2}{r^2}\right]dr .
\]
Integrate the first term by parts. The boundary term \(P^2/(2Mr)\) vanishes at the origin, because \(1/(2Mr)\) tends to the constant \(c^2/Z\) while \(P\to0\). Since
\[
-\left(\frac1{2Mr}\right)'=\frac1{2Mr^2}+\frac{M'}{2M^2r},
\]
the \(1/r^2\) terms cancel. With \(M'=-V'/(2c^2)\) the remainder is
\[
-(1+\kappa)\int\frac{V'}{4M^2c^2r}P^2dr=X\int\xi P^2dr,\qquad
\xi=\frac{V'}{2M^2c^2r},\qquad X=-\frac{1+\kappa}{2}.
\]
Here \(X=-1\) for p\(_{1/2}\) and \(X=\tfrac12\) for p\(_{3/2}\). These are the values of \(\mathbf L\cdot\mathbf S=[j(j+1)-l(l+1)-\tfrac34]/2\). No expansion in \(1/c\) was made, so the factor \(1/M^2\) belongs to the large-component equation itself.

As a test, this equation was integrated numerically with \(X=-1\) and \(X=\tfrac12\) for \(Z=20,40,60,80\). The energies agree with the closed Dirac formula to within \(10^{-8}Z^2\) hartree.

## 3. The two forms of \(\xi\)

Define
\[
r_c=\frac{Z}{2c^2},\qquad \mu=1+\frac{E}{2c^2}.
\]
Then \(M=\mu+r_c/r\), and with \(V'=Z/r^2\)
\[
\xi=\frac{Z}{2c^2r^3}\,\frac{r^2}{(\mu r+r_c)^2}=\frac{Z}{2c^2\,r(\mu r+r_c)^2}.
\]
**Outer limit.** For \(r\gg r_c\) and \(|E|\ll2c^2\), the bracket tends to \(r^2\) and \(\xi\to Z/(2c^2r^3)\).

**Inner limit.** For \(r\ll r_c\), the bracket tends to \(r_c^2\), hence
\[
\xi\to\frac{Z}{2c^2r}\,\frac{4c^4}{Z^2}=\frac{2c^2}{Zr}.
\]
The radius \(r_c\) is where the potential energy has magnitude \(Z/r_c=2c^2\), twice the rest energy. Further in, the mass itself grows as \(1/r\), and its square removes two powers of \(1/r\) from \(\xi\).

The change is gradual. Differentiating the logarithm of \(\xi\) gives
\[
\frac{d\ln\xi}{d\ln r}=-1-\frac{2\mu r}{\mu r+r_c},
\]
which runs from \(-1\) to \(-3\) and is close to \(-2\) at \(r_c\). For \(Z=80\) and the 2p energy of \(-800\) hartree, \(\mu=0.979\). At \(r_c\) the function is therefore \((1+\mu)^{-2}=0.255\) of the \(r^{-3}\) form. At \(10r_c\) the fraction is 0.86. Far out it approaches \(\mu^{-2}=1.04\) rather than one, since the binding energy is not quite negligible against \(2c^2\).

If other electrons add a nearly constant potential \(V_0\) near the nucleus, \(E\) is replaced by \(E-V_0\) in \(\mu\), and the inner law is unchanged. Nuclear size does set a lower limit. For \(Z=80\), \(r_c\) is 113 fm, against a nuclear radius of roughly 7 fm, so outside a real nucleus the \(1/r\) law is approached but not fully reached: at 7 fm, where \(r/r_c=0.062\), \(\xi\) is still 11 percent below it. Inside a uniformly charged nucleus \(V'\) is proportional to \(r\) and \(V\) is finite, so \(\xi\) is finite at the centre.

## 4. The 2p integral with the orbital held fixed

Now keep the nonrelativistic 2p function and change only \(\xi\). Put \(x=Zr\). The integrand of \(\zeta_0\) becomes \(xe^{-x}\), whose integral is one. The energy \(E=-Z^2/8\) gives \(\mu=1-a^2/16\), and \(Zr_c=a^2/2\). With \(b=a^2/(2\mu)\),
\[
F=\frac{\zeta_M}{\zeta_0}=\int_0^\infty\frac{xe^{-x}}{M^2}dx
=\frac1{\mu^2}\int_0^\infty\frac{x^3e^{-x}}{(x+b)^2}dx .
\]
Writing \(x=(x+b)-b\) in the numerator and expanding the cube,
\[
\frac{x^3}{(x+b)^2}=(x+b)-3b+\frac{3b^2}{x+b}-\frac{b^3}{(x+b)^2}.
\]
Let \(E_1(b)=\int_b^\infty e^{-t}dt/t\) and \(G=e^bE_1(b)\). The shift \(t=x+b\) gives \(\int_0^\infty e^{-x}dx/(x+b)=G\), and integration by parts gives \(\int_0^\infty e^{-x}dx/(x+b)^2=1/b-G\). The four terms add up to \((1+b)-3b+3b^2G-b^2+b^3G\), so
\[
F=\frac{1-2b-b^2+b^2(3+b)\,e^bE_1(b)}{\mu^2}.
\]
Direct quadrature, with \(\xi\) evaluated from its definition, confirms this formula for the four values of \(Z\).

For \(Z=80\), \(a^2=0.3408\), \(\mu=0.9787\) and \(b=0.1704/0.9787=0.174\). The result is \(F=0.809\), and \(0.809\times45.44=36.75\) hartree, or 1000 eV.

**Weak-coupling limit.** For small \(b\), \(E_1(b)\) grows only as \(\ln(1/b)\), so the last term is of order \(a^4\ln(1/a)\). With \(\mu^{-2}\simeq1+a^2/8\) and \(2b\simeq a^2\),
\[
F-1\simeq\frac{a^2}{8}-a^2=-\frac78a^2 .
\]
The positive part comes from the binding energy in \(M\), the negative part from the potential. The dependence on \(Z\) is:

| \(Z\) | change of integral | \(-\tfrac78a^2\) |
|---|---|---|
| 20 | −1.75 % | −1.86 % |
| 40 | −6.2 % | −7.5 % |
| 60 | −12.3 % | −16.8 % |
| 80 | −19.1 % | −29.8 % |

The quadratic law is serviceable at \(Z=20\), but at \(Z=80\) it overstates the reduction by more than half of its true size.

**Where the loss arises.** The part of \(\zeta_0\) that comes from \(r<r_c\) is
\[
\int_0^{a^2/2}xe^{-x}dx=1-\left(1+\frac{a^2}{2}\right)e^{-a^2/2},
\]
which is 1.3 percent for \(Z=80\). Even complete removal of \(\xi\) inside \(r_c\) could lower the integral by no more than this. Quadrature assigns 5.7 percent of the loss to \(r<r_c\) and the rest to larger radii. There \(M\) is closer to one, but the integrand \(xe^{-x}\), which peaks at \(r=1/Z\), has far more weight. This explains how a millionfold suppression near the nucleus goes with a 19 percent change of the integral.

## 5. Generalization to np orbitals

To first order in \(a^2\),
\[
\frac1{M^2}\simeq1-\frac{E}{c^2}-\frac{Z}{c^2r},\qquad E=-\frac{Z^2}{2n^2},
\]
so the relative change of the integral is
\[
\frac{a^2}{2n^2}-\frac{Z}{c^2}\,\frac{\langle r^{-4}\rangle}{\langle r^{-3}\rangle}.
\]
The ratio of averages follows from the radial equation \(P''=WP\), with \(W=2/r^2-2Z/r+Z^2/n^2\). Let \(D=P^2\). Then \(D'=2PP'\) and \(D''=2P'^2+2WD\). One more derivative, with \(4P'P''=2WD'\), gives
\[
D'''=4WD'+2W'D .
\]
Multiply by a function \(f(r)\) and integrate by parts. For the two choices below the boundary terms vanish, because \(D\sim r^4\) at the origin:
\[
\int D\,(f'''-4f'W-2fW')\,dr=0 .
\]
The choice \(f=1\), with \(W'=-4/r^3+2Z/r^2\), gives \(Z\langle r^{-2}\rangle=2\langle r^{-3}\rangle\). The choice \(f=1/r\) gives, term by term,
\[
-\frac6{r^4}+\left(\frac8{r^4}-\frac{8Z}{r^3}+\frac{4Z^2}{n^2r^2}\right)+\left(\frac8{r^4}-\frac{4Z}{r^3}\right),
\]
and therefore
\[
10\langle r^{-4}\rangle-12Z\langle r^{-3}\rangle+\frac{4Z^2}{n^2}\langle r^{-2}\rangle=0 .
\]
Eliminating \(\langle r^{-2}\rangle\),
\[
\frac{\langle r^{-4}\rangle}{\langle r^{-3}\rangle}=\frac{2Z}{5}\left(3-\frac2{n^2}\right).
\]
The relative change is thus
\[
-a^2\left(\frac65-\frac{13}{10n^2}\right).
\]
For \(n=2\) the bracket is \(\tfrac65-\tfrac{13}{40}=\tfrac78\), as before. For large \(n\) it tends to \(\tfrac65\). Quadrature at \(Z=1\) confirms the law for \(n=2,3,4,6\).

At \(Z=80\) the 6p reduction is 24.9 percent, against 19.1 percent for 2p. In the first-order law both causes are visible: the binding term that offsets the loss shrinks, and \(\langle r^{-4}\rangle/\langle r^{-3}\rangle\) grows. These are hydrogen-like orbitals; the 6p orbital of a neutral atom is screened and was not computed.

## 6. Letting the orbital feel the mass

In the LAPW method with second variation, the radial functions of the first step come from the scalar-relativistic equation, which is the problem of section 2 with \(X=0\). Spin-orbit coupling is then added in the basis of the first-step states. The mass therefore acts twice: in \(\xi\) and in the orbital.

The matching first-order energy follows from
\[
J(E,X)=\int\left\{\frac{K}{2M}+(V-E+X\xi)P^2\right\}dr=0,\qquad K=\left(P'-\frac Pr\right)^2+\frac{2P^2}{r^2}.
\]
Differentiate with respect to \(X\). The change of \(P\) does not contribute, because \(J\) is stationary. Since \(\partial M/\partial E=1/(2c^2)\), at \(X=0\)
\[
\frac{dE}{dX}=\frac1N\int\xi P^2dr,\qquad N=\int\left[P^2+\frac{K}{4M^2c^2}\right]dr .
\]
The second term of \(N\) is the scalar-relativistic counterpart of the small-component density. This derivative is the scalar-relativistic spin-orbit integral. For \(Z=80\) it is 50.18 hartree (1366 eV), and a finite difference of energies at \(X=\pm0.02\) confirms it.

Relative to \(\zeta_0\), and with both columns normalized by \(N\), the 2p integrals are as follows (normalizing with \(\int P^2dr\) alone would raise both \(Z=80\) entries by 2.3 percent, to 1.513 and 1.130):

| \(Z\) | orbital with mass, \(\xi_0\) | orbital with mass, \(\xi\) |
|---|---|---|
| 20 | 1.025 | 1.006 |
| 40 | 1.102 | 1.025 |
| 60 | 1.244 | 1.057 |
| 80 | 1.479 | 1.104 |

At \(Z=80\) the relativistic orbital alone raises the integral by 48 percent, and the mass in \(\xi\) then lowers that larger value by 25 percent: \(1.479\times0.7466=1.104\). The two effects largely cancel. Using relativistic orbitals with \(\xi_0\) keeps the increase and discards its counterweight, so the result is not the derivative \(dE/dX\). This does not make the first-order splitting with \(\xi\) accurate: the Dirac splitting at \(Z=80\) corresponds to a ratio of 1.277, which \(\xi_0\) overshoots by 16 percent and \(\xi\) undershoots by 14 percent.

The Dirac splitting at \(Z=80\) is 87.04 hartree (2368 eV). First-order theory gives \(\left[\tfrac12-(-1)\right]\times50.18=75.3\) hartree, which is 14 percent too small relative to the Dirac value. Since the equation with \(X=-1\) and \(X=\tfrac12\) reproduces the Dirac energies, this deficit is the nonlinear dependence of \(E\) on \(X\): the orbitals of the two levels differ. One scalar-relativistic p function cannot describe that difference: keeping it fixed and letting only the energy in \(M\) adjust moves the splitting from 75.3 to just 75.4 hartree. The p\(_{1/2}\) level lies 64.0 hartree below the scalar-relativistic one instead of the first-order 50.2, while the p\(_{3/2}\) level lies 23.0 hartree above it instead of 25.1.

## 7. Test at the nucleus: the p\(_{1/2}\) local orbital

A p\(_{1/2}\) local orbital can supply the radial shape that the scalar-relativistic function lacks for the p\(_{1/2}\) level. Its behaviour at small \(r\) follows from making \(J\) stationary:
\[
-\frac{d}{dr}\frac{P'-P/r}{2M}-\frac{P'-P/r}{2Mr}+\frac{P}{Mr^2}+(V-E+X\xi)P=0 .
\]
Insert \(P=r^\gamma\), \(1/(2M)\to c^2r/Z\) and \(\xi\to2c^2/(Zr)\). Every leading term is proportional to \(r^{\gamma-1}\). After multiplication by \(Z/c^2\),
\[
-\gamma(\gamma-1)-(\gamma-1)+2-a^2+2X=0
\quad\Rightarrow\quad \gamma^2=3+2X-a^2 .
\]
With \(\xi_0\) the spin-orbit integrand goes as \(r^{2\gamma-3}\), which is integrable at the origin only if \(\gamma>1\). With the mass included it goes as \(r^{2\gamma-1}\), for which \(\gamma>0\) suffices.

For \(Z=80\) the scalar-relativistic p function has \(\gamma=1.63\), and both integrals exist. The p\(_{1/2}\) function has \(\gamma=\sqrt{1-a^2}=0.812\), and the \(\xi_0\) integral diverges. When the inner cutoff is lowered from \(10^{-4}r_c\) to \(10^{-6}r_c\) and \(10^{-8}r_c\), it rises from 1078 to 5598 and 31157 hartree. Successive increments grow by 5.65, the predicted \(100^{2-2\gamma}\). The integral with the mass stays at 85.59 hartree. All these p\(_{1/2}\) values are normalized with the scalar-relativistic \(N\) of section 6; the Dirac norm, whose small-component density contains \((P'+P/r)^2\) in place of \(K\), would raise each of them by 0.4 percent.

So the inner \(1/r\) law, which contributes little to the 2p integral, decides whether the diagonal p\(_{1/2}\) matrix element exists at all for a point nucleus. The element of \(\xi_0\) between the p\(_{1/2}\) and the scalar-relativistic p function has an integrand proportional to \(r^{0.812+1.63-3}=r^{-0.56}\) and converges. A finite nucleus would cut off the divergence, but the value obtained with \(\xi_0\) would then grow without limit as the nuclear radius is made smaller. For a uniformly charged nucleus of radius 7 fm it is about 186 hartree, against 85.4 hartree with the mass included.

All these values refer to one electron in a point-charge field. Electron-electron interaction, the effect of nuclear size on the orbitals, and QED corrections are left out. The main values are in the numerical output below.

## Calculated quantities

```
speed of light c = 137.0360 a.u.
Z = 80: rc = 2.1301e-03 bohr = 112.7 fm
Z = 80: a^2 = (Z/c)^2 = 0.3408, 2p energy = -800.0 hartree
r/rc, xi (hartree), xi/(r^-3 form), xi/(1/r form), log slope:
     0.001 2.1997e+08 9.9805e-07 9.9805e-01 -1.002
     0.100 1.8286e+06 8.2966e-03 8.2966e-01 -1.178
     1.000 5.6294e+04 2.5541e-01 2.5541e-01 -1.989
    10.000 1.8942e+02 8.5941e-01 8.5941e-03 -2.815
  1000.000 2.2963e-04 1.0419e+00 1.0419e-06 -2.998
Z = 1, relative change divided by a^2: quadrature, first-order law:
  n = 2: -0.8746 -0.8750
  n = 3: -1.0551 -1.0556
  n = 4: -1.1183 -1.1187
  n = 6: -1.1634 -1.1639
Ratios to zeta0 = Z^4/(48 c^2); columns:
  Z | 2p fixed, M | SR orbital, r^-3 | SR orbital, M | Dirac
  20 | 0.9825 | 1.0248 | 1.0061 | 1.0135
  40 | 0.9377 | 1.1020 | 1.0248 | 1.0565
  60 | 0.8769 | 1.2440 | 1.0570 | 1.1375
  80 | 0.8087 | 1.4792 | 1.1043 | 1.2770
Change from M in xi alone, percent; columns:
  Z | 2p fixed | 2p first-order law | 6p fixed | 2p SR orbital
  20 | -1.75 | -1.86 | -2.32 | -1.82
  40 | -6.23 | -7.46 | -8.24 | -7.01
  60 | -12.31 | -16.77 | -16.17 | -15.03
  80 | -19.13 | -29.82 | -24.87 | -25.34
Z = 80: dE/dX = 50.1837 hartree (finite difference)
Z = 80: SR integral with M = 50.1826 hartree = 1365.5 eV
Z = 80: zeta0 = 45.4412 hartree = 1236.5 eV
Z = 80: fixed 2p with M = 36.7501 hartree = 1000.0 eV
Z = 80: Dirac splitting = 87.0403 hartree = 2368.5 eV
Z = 80: share of the loss from r < rc = 5.70 percent
Z = 80: share of zeta0 from r < rc = 1.297 percent
Z = 80: share of zeta0 from r < 7 fm = 0.0056 percent
Z = 80: p1/2 exponent gamma = 0.8119, SR p exponent = 1.6307
p1/2 orbital: inner cutoff/rc, integral with M, r^-3 form (hartree):
  1e-04 85.5852 1078.23
  1e-06 85.5852 5598.43
  1e-08 85.5852 31156.60
growth of increments: 5.6542, predicted 5.6543
```
